# Setting grain-boundary scattering from a resistivity ratio by inverting the Mayadas-Shatzkes function: verification in Python

```python
"""
Result under test: the Mayadas-Shatzkes relation
    1/r = f(a) = 1 - 3a/2 + 3a^2 - 3a^3 ln(1 + 1/a)
has one root a > 0 for each r > 1, lying between 2(r-1)/3 and 3(r-1)/4.
Newton iteration from the lower end has relative error <= 8**(-2**n)
after n steps. Doubled resistivity needs a near 0.720, not 2/3.

Symbols: r = resistivity / bulk resistivity; a = grain-boundary parameter;
l = bulk mean free path; D = mean boundary spacing;
Rc = customary effective reflection coefficient, a = (l/D) Rc/(1-Rc);
R = reflection probability of a delta barrier at normal incidence,
    a = 2 (l/D) R/(1-R);  u = |cosine| of the angle to the current.
Barrier tests use atomic units; the cobalt example uses nm and uOhm cm.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad, dblquad
from scipy.linalg import expm
from scipy.optimize import brentq

NODES, WEIGHTS = np.polynomial.legendre.leggauss(20)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def f_closed(a):
    return 1 - 1.5*a + 3*a**2 - 3*a**3*np.log1p(1/a)


def f_integral(a):
    return quad(lambda u: 3*u**3/(u + a), 0, 1, epsabs=1e-13, epsrel=1e-12)[0]


def residual_and_slope(a, r):
    """f(a) - 1/r and f'(a), arranged to avoid cancellation."""
    if a < 0.5:
        log_term = np.log1p(1/a)
        loss = 1.5*a - 3*a**2 + 3*a**3*log_term
        slope = -1.5 + 6*a - 9*a**2*log_term + 3*a**2/(1 + a)
        return (r - 1)/r - loss, slope
    value = 3*np.sum(WEIGHTS*NODES**3/(NODES + a))
    slope = -3*np.sum(WEIGHTS*NODES**3/(NODES + a)**2)
    return value - 1/r, slope


def invert(r, low=None, high=None, start=None):
    """Bracketed Newton iteration; returns the root and the step count."""
    if not r > 1:
        raise ValueError("the resistivity ratio must exceed 1")
    low = 2*(r - 1)/3 if low is None else low
    high = 3*(r - 1)/4 if high is None else high
    a = low if start is None else start
    for step in range(1, 100):
        residual, slope = residual_and_slope(a, r)
        if residual > 0:
            low = a
        else:
            high = a
        new = a - residual/slope
        if not low <= new <= high:
            new = (low + high)/2
        if abs(new - a) <= 2e-14*a:
            return new, step
        a = new
    raise RuntimeError("no convergence")


def boltzmann_ratio(flips_per_tau):
    """Conductivity / bulk value from an explicit collision matrix:
    isotropic bulk scattering plus reversal of the velocity component
    along the current, at the given rate times the bulk relaxation time."""
    x, w = np.polynomial.legendre.leggauss(60)
    u, w = (x + 1)/2, w/2
    cosine = np.concatenate([u, -u])
    weight = np.concatenate([w, w])/2
    unit = np.eye(len(cosine))
    reverse = np.roll(unit, len(u), axis=0)
    matrix = unit - np.outer(np.ones(len(cosine)), weight)
    matrix += np.diag(flips_per_tau(abs(cosine))) @ (unit - reverse)
    response = np.linalg.lstsq(matrix, cosine, rcond=None)[0]
    return 3*np.sum(weight*cosine*response)


# Delta-barrier reflection, from a very narrow square barrier.
k_fermi, strength, spacing, free_path = 0.7, 0.3, 150.0, 200.0
width = 1e-4
wave_matrix = np.array([[0, 1], [2*strength/width - k_fermi**2, 0]])
psi, dpsi = expm(-width*wave_matrix) @ np.array([1, 1j*k_fermi])
incoming = (psi + dpsi/(1j*k_fermi))/2
reflected = (psi - dpsi/(1j*k_fermi))/2
R_barrier = abs(reflected/incoming)**2
assert abs(R_barrier/(strength**2/(k_fermi**2 + strength**2)) - 1) < 1e-3

# Transport with the weak-barrier reversal rate gives f(a), factor 2 included.
tau = free_path/k_fermi
sigma_kinetic = boltzmann_ratio(
    lambda u: tau*strength**2/(spacing*k_fermi*u))
a_barrier = 2*free_path/spacing*R_barrier/(1 - R_barrier)
assert abs(sigma_kinetic - f_closed(a_barrier)) < 1e-3
assert abs(sigma_kinetic - f_closed(a_barrier/2)) > 0.05

# Closed form, monotonicity, convexity and the two bounds.
for a in [0.01, 0.1, 2/3, 1.0, 5.0, 30.0]:
    assert abs(f_closed(a) - f_integral(a)) < 1e-10
    ratio = 1/f_integral(a)
    assert 1 + 4*a/3 < ratio < 1 + 1.5*a
grid_values = np.array([f_integral(a) for a in np.linspace(0.02, 8, 150)])
assert np.all(np.diff(grid_values) < 0)
assert np.all(np.diff(grid_values, 2) > 0)

# Root and convergence bound, against high-precision bisection.
mp.mp.dps = 60


def f_precise(a):
    return 1 - 3*a/2 + 3*a**2 - 3*a**3*mp.log(1 + 1/a)


def slope_precise(a):
    return (-mp.mpf(3)/2 + 6*a - 9*a**2*mp.log(1 + 1/a)
            + 3*a**2/(1 + a))


newton_errors_doubling = []
largest_step_count = 0
for r in [1 + 1e-6, 1.001, 1.2, 2.0, 5.0, 100.0, 1e4]:
    target = 1/mp.mpf(r)
    left, right = mp.mpf(0), 2*mp.mpf(r)
    for _ in range(170):
        middle = (left + right)/2
        if f_precise(middle) > target:
            left = middle
        else:
            right = middle
    root = (left + right)/2
    found, steps = invert(r)
    largest_step_count = max(largest_step_count, steps)
    assert abs(found/root - 1) < 1e-13
    iterate = 2*(mp.mpf(r) - 1)/3
    for n in range(6):
        error = (root - iterate)/iterate
        assert -mp.mpf(10)**(-36) < error <= mp.mpf(8)**(-2**n)
        if r == 2.0:
            newton_errors_doubling.append((float(iterate), float(error)))
        iterate -= (f_precise(iterate) - target)/slope_precise(iterate)
assert largest_step_count <= 6

a_double, steps_double = invert(2.0)
a_check = brentq(lambda a: f_integral(a) - 0.5, 0.1, 3, xtol=1e-13)
assert abs(a_double - a_check) < 1e-10
assert abs(a_double - 0.720) < 0.001
r_two_thirds = 1/f_integral(2/3)
assert r_two_thirds < 1.95

# A bare Newton step from a poor start fails; the bracket rescues it.
poor_residual, poor_slope = residual_and_slope(5.0, 2.0)
bare_step = 5.0 - poor_residual/poor_slope
assert bare_step < 0
rescued, rescued_steps = invert(2.0, 1e-9, 50.0, 5.0)
assert abs(rescued - a_double) < 1e-12

# Sensitivity of the root to the measured ratio.
slope_double = residual_and_slope(a_double, 2.0)[1]
elasticity = -1/(2.0*a_double*slope_double)
h = 1e-4
numeric = (np.log(invert(2*np.exp(h))[0])
           - np.log(invert(2*np.exp(-h))[0]))/(2*h)
assert abs(elasticity - numeric) < 1e-6

# Cobalt film: rough typical inputs.
rho_bulk, path, Rc, rho_film, thickness = 6.0, 10.0, 0.4, 12.0, 30.0
barrier_factor = Rc/(1 - Rc)


def grain_size(ratio, mean_path):
    return mean_path*barrier_factor/invert(ratio)[0]


D = grain_size(rho_film/rho_bulk, path)
D_linear = path*barrier_factor/(2*(rho_film/rho_bulk - 1)/3)
assert abs(rho_bulk/f_integral(path*barrier_factor/D) - rho_film) < 1e-8

# Neglected: diffuse scattering at the two film faces.
surface_integral = quad(
    lambda u: (u - u**3)*(1 - np.exp(-thickness/(path*u))), 0, 1)[0]
sigma_surface = 1 - 1.5*path/thickness*surface_integral
sigma_local = dblquad(
    lambda z, u: 1.5*(1 - u**2)*(1 - np.exp(-z*thickness/(path*u))),
    0, 1, 0, 1, epsabs=1e-8, epsrel=1e-8)[0]
assert abs(sigma_surface - sigma_local) < 1e-6
surface_rho = rho_bulk*(1/sigma_surface - 1)
D_surface = grain_size((rho_film - surface_rho)/rho_bulk, path)

# Neglected: temperature of use, with bulk resistivity times path fixed.
T_reference, T_use, temperature_coefficient = 300.0, 380.0, 0.006
rho_hot = rho_bulk*(1 + temperature_coefficient*(T_use - T_reference))
path_hot = rho_bulk*path/rho_hot
a_hot = path_hot*barrier_factor/D
film_hot = rho_hot/f_integral(a_hot)

# Neglected: hexagonal anisotropy, bounded by rough axial bulk values.
rho_basal, rho_axis = 5.5, 10.0
D_basal = grain_size(rho_film/rho_basal, rho_bulk*path/rho_basal)
D_axis = grain_size(rho_film/rho_axis, rho_bulk*path/rho_axis)

# Neglected: full reflection probability at each memoryless encounter.
barrier_square = barrier_factor/2
R_micro = barrier_square/(1 + barrier_square)
sigma_full = boltzmann_ratio(
    lambda u: path*u/D*barrier_square/(u**2 + barrier_square))
film_full = rho_bulk/sigma_full

print(f"Barrier test: R = {R_barrier:.5f}, a = {a_barrier:.5f}")
print(f"Barrier test: kinetic conductivity ratio = {sigma_kinetic:.5f}")
print(f"Barrier test: f(a) = {f_closed(a_barrier):.5f}")
print(f"Root for r = 2: a = {a_double:.10f} ({steps_double} steps)")
print(f"f(2/3) = {f_integral(2/3):.6f}")
print(f"Resistivity ratio at a = 2/3: {r_two_thirds:.6f}")
print(f"Root over 2/3: {a_double/(2/3):.5f}")
for n, (iterate, error) in enumerate(newton_errors_doubling[:5]):
    print(f"Newton n={n}: a = {iterate:.12f}, rel. error = {error:.2e}, "
          f"bound = {8.0**(-2**n):.2e}")
print(f"Most steps over all tested r: {largest_step_count}")
print(f"Bare Newton step from a = 5 lands at a = {bare_step:.3f}")
print(f"Guarded iteration from a = 5: {rescued_steps} steps")
print(f"f'(a) at r = 2: {slope_double:.6f}")
print(f"d ln a / d ln r at r = 2: {elasticity:.4f}")
for r in [1.2, 1.5, 2.0, 3.0, 5.0]:
    print(f"r = {r:.1f}: lower {2*(r-1)/3:.5f}, a = {invert(r)[0]:.5f}, "
          f"upper {3*(r-1)/4:.5f}")
print(f"Co bulk resistivity (rough): {rho_bulk:.1f} uOhm cm")
print(f"Co mean free path (rough): {path:.1f} nm")
print(f"Customary reflection coefficient Rc (rough): {Rc:.2f}")
print(f"Delta-barrier reflection R for this Rc: {R_micro:.3f}")
print(f"Film resistivity (assumed): {rho_film:.1f} uOhm cm")
print(f"Film thickness: {thickness:.1f} nm")
print(f"Grain size D: {D:.3f} nm = {10*D:.2f} angstrom")
print(f"Grain size from a = 2/3: {D_linear:.3f} nm")
print(f"Error of the 2/3 rule in D: {100*(D_linear/D - 1):.2f} %")
print(f"Surface resistivity, diffuse faces: {surface_rho:.3f} uOhm cm")
print(f"D after subtracting surfaces: {D_surface:.2f} nm")
print(f"Reference and use temperature: {T_reference:.0f}, {T_use:.0f} K")
print(f"Temperature coefficient (rough): {temperature_coefficient:.3f} 1/K")
print(f"Bulk resistivity at use: {rho_hot:.2f} uOhm cm")
print(f"Mean free path at use: {path_hot:.2f} nm; a = {a_hot:.4f}")
print(f"Film resistivity at use: {film_hot:.2f} uOhm cm")
print(f"Axial bulk values (rough): {rho_basal:.1f}, {rho_axis:.1f} uOhm cm")
print(f"D with basal, hexagonal-axis value: {D_basal:.2f}, {D_axis:.2f} nm")
print(f"Film resistivity, full reflection: {film_full:.2f} uOhm cm")
print("OK")
```

Printed output:

```
Barrier test: R = 0.15518, a = 0.48981
Barrier test: kinetic conductivity ratio = 0.59288
Barrier test: f(a) = 0.59287
Root for r = 2: a = 0.7202810024 (5 steps)
f(2/3) = 0.518853
Resistivity ratio at a = 2/3: 1.927329
Root over 2/3: 1.08042
Newton n=0: a = 0.666666666667, rel. error = 8.04e-02, bound = 1.25e-01
Newton n=1: a = 0.718294806762, rel. error = 2.77e-03, bound = 1.56e-02
Newton n=2: a = 0.720278280973, rel. error = 3.78e-06, bound = 2.44e-04
Newton n=3: a = 0.720281002416, rel. error = 7.09e-12, bound = 5.96e-08
Newton n=4: a = 0.720281002422, rel. error = 2.50e-23, bound = 3.55e-15
Most steps over all tested r: 5
Bare Newton step from a = 5 lands at a = -11.581
Guarded iteration from a = 5: 8 steps
f'(a) at r = 2: -0.338619
d ln a / d ln r at r = 2: 2.0500
r = 1.2: lower 0.13333, a = 0.13817, upper 0.15000
r = 1.5: lower 0.33333, a = 0.35358, upper 0.37500
r = 2.0: lower 0.66667, a = 0.72028, upper 0.75000
r = 3.0: lower 1.33333, a = 1.46288, upper 1.50000
r = 5.0: lower 2.66667, a = 2.95746, upper 3.00000
Co bulk resistivity (rough): 6.0 uOhm cm
Co mean free path (rough): 10.0 nm
Customary reflection coefficient Rc (rough): 0.40
Delta-barrier reflection R for this Rc: 0.250
Film resistivity (assumed): 12.0 uOhm cm
Film thickness: 30.0 nm
Grain size D: 9.256 nm = 92.56 angstrom
Grain size from a = 2/3: 10.000 nm
Error of the 2/3 rule in D: 8.04 %
Surface resistivity, diffuse faces: 0.848 uOhm cm
D after subtracting surfaces: 10.82 nm
Reference and use temperature: 300, 380 K
Temperature coefficient (rough): 0.006 1/K
Bulk resistivity at use: 8.88 uOhm cm
Mean free path at use: 6.76 nm; a = 0.4867
Film resistivity at use: 14.94 uOhm cm
Axial bulk values (rough): 5.5, 10.0 uOhm cm
D with basal, hexagonal-axis value: 8.51, 28.95 nm
Film resistivity, full reflection: 9.48 uOhm cm
OK
```
